# Spin-Orbit Inversion of Cation and Anion Levels in Bismuth Telluride: a numerical check

```python
"""Spin-orbit inversion of opposite-parity p levels at the zone centre.

Result under test: an even cation shell (p_z at 0, p_xy at +dc) and an odd
anion shell (p_z at -E0, p_xy at -E0-da), with on-site coupling lam*L.S,
invert when s + u > E0, where
  s = [sqrt((dc-lc/2)^2 + 2 lc^2) - (dc-lc/2)]/2   (cation lowering)
  u = [sqrt((da+la/2)^2 + 2 la^2) - (da+la/2)]/2   (anion raising).
lc, la: cation and anion couplings; x: common scale of both couplings.
All energies are in eV.  The independent road is the diagonalization of a
four-atom, 24-state Hamiltonian (two cations, two anions, p orbitals, spin).
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

# Angular momentum from its Cartesian definition, orbital order x, y, z
L = np.zeros((3, 3, 3), complex)
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L[i, j, k] = -1j
    L[i, k, j] = 1j
S = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LS = sum(np.kron(L[a], S[a]) for a in range(3))
JZ = np.kron(L[2], np.eye(2)) + np.kron(np.eye(3), S[2])
PZ = np.kron(np.diag([0, 0, 1]), np.eye(2))

# Site combinations: cation 1, cation 2, anion 1, anion 2
r = 1 / np.sqrt(2)
CAT_EVEN, CAT_ODD = np.array([r, -r, 0, 0]), np.array([r, r, 0, 0])
AN_EVEN, AN_ODD = np.array([0, 0, r, -r]), np.array([0, 0, r, r])
EVEN = np.kron(np.column_stack([CAT_EVEN, AN_EVEN]), np.eye(6))
ODD = np.kron(np.column_stack([CAT_ODD, AN_ODD]), np.eye(6))
SWAP = np.kron(np.eye(2), np.array([[0, 1], [1, 0]]))
INVERSION = np.kron(-SWAP, np.eye(6))


def hamiltonian(x, p, admix=0.0, partner=2.0, v=0.0):
    """p = (E0, dc, da, lc, la); admix = weight of the other species."""
    E0, dc, da, lc, la = p
    c, q = np.sqrt(1 - admix), np.sqrt(admix)
    shells = [(c * CAT_EVEN + q * AN_EVEN, 0.0, dc),
              (c * AN_EVEN - q * CAT_EVEN, -partner, -partner),
              (c * AN_ODD + q * CAT_ODD, -E0, -E0 - da),
              (c * CAT_ODD - q * AN_ODD, partner, partner)]
    H = np.kron(np.diag([lc, lc, la, la]), x * LS)
    for vec, ez, exy in shells:
        H = H + np.kron(np.outer(vec, vec),
                        np.kron(np.diag([exy, exy, ez]), np.eye(2)))
    mix = np.outer(CAT_EVEN, AN_ODD)
    return H + v * np.kron(mix + mix.T, PZ)


def sectors(x, p, **kw):
    H = hamiltonian(x, p, **kw)
    return (np.linalg.eigh(EVEN.T @ H @ EVEN),
            np.linalg.eigh(ODD.T @ H @ ODD))


def gap_diag(x, p, **kw):
    even, odd = sectors(x, p, **kw)
    return even[0][6] - odd[0][5]


def lowering(lam, d):
    b = d - lam / 2
    return (np.sqrt(b * b + 2 * lam * lam) - b) / 2


def raising(lam, d):
    b = d + lam / 2
    return (np.sqrt(b * b + 2 * lam * lam) - b) / 2


def critical_cation(p):
    E0, dc, da, _, la = p
    s = E0 - raising(la, da)
    return (-s + np.sqrt(9 * s * s + 8 * s * dc)) / 2


def quartic(p):
    E0, dc, da, lc, la = p
    b1 = np.poly1d([lc / 2, -dc])
    c1 = np.poly1d([-lc**2 / 2, 0, 0])
    b2 = np.poly1d([la / 2, 2 * E0 + da])
    c2 = np.poly1d([-la**2 / 2, E0 * la / 2, E0 * (E0 + da)])
    b, c = b1 - b2, c1 - c2
    return c * c - b1 * c * b + c1 * b * b


def critical_scale(p):
    roots = quartic(p).roots
    return min(z.real for z in roots if abs(z.imag) < 1e-7 and z.real > 0)


def weak_scale(p):
    E0, dc, da, lc, la = p
    return np.sqrt(2 * E0 / (lc**2 / dc + la**2 / da))


# Rough model parameters in the regime of Bi2Te3
par = (0.30, 1.20, 0.80, 1.25, 0.50)
E0, dc, da, lc, la = par
s1, u1 = lowering(lc, dc), raising(la, da)
gap1 = E0 - s1 - u1
lc_star = critical_cation(par)
xc = critical_scale(par)

# Inversion is a symmetry and the site combinations have the stated parity
H1 = hamiltonian(1, par)
assert np.allclose(H1 @ INVERSION, INVERSION @ H1)
assert np.allclose(INVERSION @ EVEN, EVEN)
assert np.allclose(INVERSION @ ODD, -ODD)

# Free-shell splitting 3*lam/2 and levels at full strength
ls_levels = np.linalg.eigvalsh(LS)
assert np.isclose(ls_levels[-1] - ls_levels[0], 1.5)
even1, odd1 = sectors(1, par)
assert np.isclose(even1[0][6], -s1) and np.isclose(odd1[0][5], -E0 + u1)

# Critical strengths against diagonalization, example and random cases
xc_diag = brentq(gap_diag, 0, 1.2, args=(par,), xtol=1e-13)
assert abs(xc - xc_diag) < 1e-8
rng = np.random.default_rng(4)
tested = 0
while tested < 20:
    t = tuple(rng.uniform([.05, .3, .3, .4, .1], [.5, 2, 2, 1.5, .6]))
    if raising(t[4], t[2]) >= t[0]:
        continue
    t_star = t[:3] + (critical_cation(t), t[4])
    assert abs(gap_diag(1, t_star, partner=100)) < 1e-10
    x_num = brentq(lambda x: gap_diag(x, t, partner=100), 0, 10, xtol=1e-12)
    assert abs(critical_scale(t) - x_num) < 1e-7
    tested += 1

# The signed gap falls steadily, so there is one crossing
scan = [gap_diag(x, par, partner=100) for x in np.linspace(0, 5, 101)]
assert np.all(np.diff(scan) < 0)

# Weak-coupling estimate becomes right for a small initial gap
small = (1e-4,) + par[1:]
assert abs(weak_scale(small) / critical_scale(small) - 1) < 0.01

# Frontier levels have |m_j| = 1/2; p_z weights at the crossing
sc, uc = lowering(xc * lc, dc), raising(xc * la, da)
wc = 1 / (1 + 2 * (sc / (xc * lc))**2)
wa = 1 / (1 + 2 * (uc / (xc * la))**2)
evc, odc = sectors(xc, par)
for vectors, weight in [(evc[1][:, 6:8], wc), (odc[1][:, 4:6], wa)]:
    jz2 = np.kron(np.eye(2), JZ @ JZ)
    pz = np.kron(np.eye(2), PZ)
    assert np.isclose(np.trace(vectors.conj().T @ jz2 @ vectors).real / 2, .25)
    assert np.isclose(np.trace(vectors.conj().T @ pz @ vectors).real / 2, weight)

# Reversed anion crystal field: the m_j = 3/2 level is then on top
rev = 0.2
shell = np.kron(np.diag([rev, rev, 0]), np.eye(2)) + la * LS
top = np.linalg.eigvalsh(shell)[-1]
assert np.isclose(top, rev + la / 2) and top > raising(la, -rev) + 1e-3

# Slope of the signed gap with the common scale
ds = (xc * lc + sc / 2) / (2 * sc + dc - xc * lc / 2)
du = (xc * la - uc / 2) / (2 * uc + da + xc * la / 2)
slope = -lc * ds - la * du
h = 1e-5
assert abs(slope - (gap_diag(xc + h, par) - gap_diag(xc - h, par)) / 2 / h) < 1e-6


def occupied_pairs(x):
    """Numbers of even and odd Kramers pairs among 12 filled states."""
    vec = np.linalg.eigh(hamiltonian(x, par))[1][:, :12]
    trace = np.trace(vec.conj().T @ INVERSION @ vec).real
    return round((12 + trace) / 4), round((12 - trace) / 4)


before, after = occupied_pairs(0.9 * xc), occupied_pairs(1.1 * xc)
assert after[0] - before[0] == 1 and before[1] - after[1] == 1

# Parity-breaking coupling turns the crossing into an avoided one
v = 0.005


def full_gap(x):
    e = np.linalg.eigvalsh(hamiltonian(x, par, v=v))
    return e[12] - e[11]


avoided = minimize_scalar(full_gap, bounds=(xc - .1, xc + .1),
                          method="bounded", options={"xatol": 1e-9}).fun
avoided_formula = 2 * v * np.sqrt(wc * wa)
assert abs(avoided / avoided_formula - 1) < 0.01  # higher orders in v

# Neglected hybridization: averaged couplings, then explicit partner shells
admix, partner = 0.20, 2.0
lc_mix = (1 - admix) * lc + admix * la
la_mix = (1 - admix) * la + admix * lc
x_average = critical_scale((E0, dc, da, lc_mix, la_mix))
x_hybrid = brentq(lambda x: gap_diag(x, par, admix=admix, partner=partner),
                  0, 1.2, xtol=1e-12)
gap_hybrid = gap_diag(1, par, admix=admix, partner=partner)
assert xc < x_average < x_hybrid < 1 and gap_hybrid < 0

# Other sizes
kT = constants.k * 300 / constants.e
dE = 0.05
x_E0 = critical_scale((E0 + dE, dc, da, lc, la))
x_dc = critical_scale((E0, dc + 0.1, da, lc, la))
x_da = critical_scale((E0, dc, da + 0.1, lc, la))
A = 0.3  # rough linear band-mixing coefficient, eV nm
k_mix = abs(gap1) / (2 * A)

print(f"Scalar gap E0: {E0:.2f} eV")
print(f"Cation crystal field dc: {dc:.2f} eV")
print(f"Anion crystal field da: {da:.2f} eV")
print(f"Cation coupling lc: {lc:.2f} eV")
print(f"Anion coupling la: {la:.2f} eV")
print(f"Free cation splitting 3lc/2: {1.5 * lc:.3f} eV")
print(f"Free anion splitting 3la/2: {1.5 * la:.3f} eV")
print(f"Cation lowering s at full strength: {s1:.4f} eV")
print(f"Anion raising u at full strength: {u1:.4f} eV")
print(f"Lowest cation level at full strength: {-s1:.4f} eV")
print(f"Highest anion level at full strength: {-E0 + u1:.4f} eV")
print(f"Signed zone-centre gap at full strength: {gap1:.4f} eV")
print(f"Same gap by 24-state diagonalization: {gap_diag(1, par):.4f} eV")
print(f"Required cation lowering at fixed la: {E0 - u1:.4f} eV")
print(f"Critical cation coupling at fixed la: {lc_star:.4f} eV")
print(f"Critical / full cation coupling: {lc_star / lc:.4f} (no unit)")
print("Quartic coefficients, x^4 to x^0 (eV^4):",
      " ".join(f"{a:.6f}" for a in quartic(par).coeffs))
print(f"Critical common scale, quartic: {xc:.5f} (no unit)")
print(f"Critical common scale, diagonalization: {xc_diag:.5f} (no unit)")
print(f"Weak-coupling estimate of scale: {weak_scale(par):.5f} (no unit)")
print(f"Cation coupling at common crossing: {xc * lc:.4f} eV")
print(f"Anion coupling at common crossing: {xc * la:.4f} eV")
print(f"Cation lowering at common crossing: {sc:.4f} eV")
print(f"Anion raising at common crossing: {uc:.4f} eV")
print(f"Energy of crossing: {-sc:.4f} eV")
print(f"Cation p_z weight at crossing: {wc:.4f} (no unit)")
print(f"Anion p_z weight at crossing: {wa:.4f} (no unit)")
print(f"Gap slope with common scale at crossing: {slope:.4f} eV")
print(f"Filled even, odd pairs before crossing: {before[0]}, {before[1]}")
print(f"Filled even, odd pairs after crossing: {after[0]}, {after[1]}")
print(f"Parity-breaking coupling v: {1000 * v:.1f} meV")
print(f"Avoided gap, diagonalization: {1000 * avoided:.3f} meV")
print(f"Avoided gap, formula: {1000 * avoided_formula:.3f} meV")
print(f"Hybrid admixture: {100 * admix:.0f} percent")
print(f"Partner shells, distance from zero energy: {partner:.1f} eV")
print(f"Averaged cation coupling: {lc_mix:.3f} eV")
print(f"Averaged anion coupling: {la_mix:.3f} eV")
print(f"Critical scale, averaged couplings: {x_average:.4f} (no unit)")
print(f"Critical scale, explicit partners: {x_hybrid:.4f} (no unit)")
print(f"Full-strength gap, explicit partners: {gap_hybrid:.4f} eV")
print(f"Critical scale if E0 is {dE:.2f} eV larger: {x_E0:.4f} (no unit)")
print(f"Critical scale if dc is 0.10 eV larger: {x_dc:.4f} (no unit)")
print(f"Critical scale if da is 0.10 eV larger: {x_da:.4f} (no unit)")
print(f"Thermal energy at 300 K: {kT:.4f} eV")
print(f"Full-strength |gap| / thermal energy: {abs(gap1) / kT:.1f} (no unit)")
print(f"Rough band-mixing coefficient A: {A:.1f} eV nm")
print(f"Wave number where 2Ak equals |gap|: {k_mix:.2f} 1/nm")
print("all assertions hold")
```

It prints:

```
Scalar gap E0: 0.30 eV
Cation crystal field dc: 1.20 eV
Anion crystal field da: 0.80 eV
Cation coupling lc: 1.25 eV
Anion coupling la: 0.50 eV
Free cation splitting 3lc/2: 1.875 eV
Free anion splitting 3la/2: 0.750 eV
Cation lowering s at full strength: 0.6420 eV
Anion raising u at full strength: 0.1079 eV
Lowest cation level at full strength: -0.6420 eV
Highest anion level at full strength: -0.1921 eV
Signed zone-centre gap at full strength: -0.4499 eV
Same gap by 24-state diagonalization: -0.4499 eV
Required cation lowering at fixed la: 0.1921 eV
Critical cation coupling at fixed la: 0.6415 eV
Critical / full cation coupling: 0.5132 (no unit)
Quartic coefficients, x^4 to x^0 (eV^4): 0.474609 0.277734 -2.873281 -0.401250 1.138500
Critical common scale, quartic: 0.59517 (no unit)
Critical common scale, diagonalization: 0.59517 (no unit)
Weak-coupling estimate of scale: 0.60960 (no unit)
Cation coupling at common crossing: 0.7440 eV
Anion coupling at common crossing: 0.2976 eV
Cation lowering at common crossing: 0.2554 eV
Anion raising at common crossing: 0.0446 eV
Energy of crossing: -0.2554 eV
Cation p_z weight at crossing: 0.8092 (no unit)
Anion p_z weight at crossing: 0.9571 (no unit)
Gap slope with common scale at crossing: -0.9464 eV
Filled even, odd pairs before crossing: 3, 3
Filled even, odd pairs after crossing: 4, 2
Parity-breaking coupling v: 5.0 meV
Avoided gap, diagonalization: 8.800 meV
Avoided gap, formula: 8.800 meV
Hybrid admixture: 20 percent
Partner shells, distance from zero energy: 2.0 eV
Averaged cation coupling: 1.100 eV
Averaged anion coupling: 0.650 eV
Critical scale, averaged couplings: 0.6294 (no unit)
Critical scale, explicit partners: 0.6526 (no unit)
Full-strength gap, explicit partners: -0.3297 eV
Critical scale if E0 is 0.05 eV larger: 0.6465 (no unit)
Critical scale if dc is 0.10 eV larger: 0.6149 (no unit)
Critical scale if da is 0.10 eV larger: 0.5994 (no unit)
Thermal energy at 300 K: 0.0259 eV
Full-strength |gap| / thermal energy: 17.4 (no unit)
Rough band-mixing coefficient A: 0.3 eV nm
Wave number where 2Ak equals |gap|: 0.75 1/nm
all assertions hold
```
